Variational and exact resistivity for isotropic scattering by an Einstein mode

The resistivity of a metal due to phonons can be estimated with a trial distribution in which the Fermi surface shifts rigidly. This problem compares that estimate with the exact solution of the linearised Boltzmann equation, in a model where both can be found in closed form.

**The model.** A cubic metal with inversion symmetry has band energies ε_k, velocities v_k and N states per unit energy, per spin and per cell. Electrons scatter from one phonon mode of energy ħω, with a squared matrix element g² independent of both wavevectors. N and the mean of v_x² over an energy surface are constant within several kT and several ħω of the chemical potential μ. The phonons stay in equilibrium, so there is no phonon drag. Until part (g) there is no other scattering. Write

x = (ε − μ)/(kT),  z = ħω/(kT),
f(x) = 1/(e^x + 1),  n = 1/(e^z − 1).

With N_c cells, the golden rule gives the rate from k to an empty state k' of the same spin:

W(k→k') = (2π/ħ)(g²/N_c)[n δ(ε' − ε − ħω) + (n+1) δ(ε' − ε + ħω)].

The natural unit of rate is Γ0 = 2πg²N/ħ. With the usual coupling constant λ = 2Ng²/(ħω) it becomes Γ0 = πλω.

**(a) A weak field E acts along x on electrons of charge −e. Linearise the Boltzmann equation and solve it.**

Write the occupation as F = f + (−∂f/∂ε)φ. Since −∂f/∂ε = f(1−f)/(kT), to first order

F/(1−F) = [f/(1−f)](1 + φ/(kT)).

The net rate into k is the sum over k' of

F'(1−F)W(k'→k) − F(1−F')W(k→k')
= (1−F)(1−F'){[F'/(1−F')]W(k'→k) − [F/(1−F)]W(k→k')}.

In equilibrium the brace vanishes. For absorption from x to x+z this requires

n f(x)[1 − f(x+z)] = (n+1) f(x+z)[1 − f(x)],

which holds because f/(1−f) = e^(−x) and n/(n+1) = e^(−z). To first order, therefore, the prefactor keeps its equilibrium value and

(dF/dt)_coll = −(1/kT) Σ_k' P(k,k')(φ − φ'),
P(k,k') = f(1−f')W(k→k') = P(k',k).

The field term is −eE v_x ∂f/∂ε = eE v_x f(1−f)/(kT). Setting it equal to the collision term gives

Σ_k' P(k,k')(φ − φ') = −eE v_x f(1−f).

The right side is odd in k, so we seek an odd φ. P depends on the two energies alone, and an odd φ' sums to zero over any surface of constant energy. The scattering-in term therefore vanishes, and

φ = −eE v_x τ(x),  1/τ = Σ_k' P(k,k')/[f(1−f)].

This is a solution of the full equation, although each collision changes the energy. Adding an even solution of the equation without field would not alter the current.

Now evaluate the rate, with f₊ = f(x+z) and f₋ = f(x−z):

1/τ = Γ0[n(1−f₊) + (n+1)(1−f₋)]/(1−f).

For the first term, write 1 = f + (1−f) and use detailed balance:

n(1−f₊) = n f(1−f₊) + n(1−f)(1−f₊)
= (n+1)f₊(1−f) + n(1−f)(1−f₊)
= (1−f)(n + f₊).

For the second, detailed balance between x−z and x reads (n+1)f(1−f₋) = n f₋(1−f), so

(n+1)(1−f₋) = n f₋(1−f) + (n+1)(1−f)(1−f₋)
= (1−f)(n + 1 − f₋).

Hence

1/τ = Γ0 r(x),  r(x) = 2n + 1 + f(x+z) − f(x−z).

**(b) Express the exact resistivity ρ through τ. Then find the variational resistivity ρ_v for a trial φ proportional to v_x, and show which of the two is larger.**

In volume V, with a factor 2 for spin, the current density is

j = −(2e/V) Σ_k v_x(−∂f/∂ε)φ = (2e²E/V) Σ_k v_x²(−∂f/∂ε)τ.

Define the Drude plasma frequency Ωp and the thermal average by

ε0Ωp² = (2e²/V) Σ_k v_x²(−∂f/∂ε),
⟨A⟩ = ∫ (−df/dx) A(x) dx,  ⟨1⟩ = 1.

Integrals over x run from −∞ to ∞. Because N and the mean v_x² are constant, j/E = ε0Ωp²⟨τ⟩, so

ρ = 1/(ε0Ωp²⟨τ⟩).

For the variational form, let (Qu)_k = Σ_k' P(k,k')(u − u'), X = v_x f(1−f) and (a,b) = Σ_k a_k b_k. The exact solution ψ = v_xτ obeys Qψ = X. Symmetry of P gives

(u,Qu) = ½ Σ_k Σ_k' P(k,k')(u − u')² ≥ 0,

so Q may serve as an inner product in the Cauchy–Schwarz inequality:

(u,X)² = (u,Qψ)² ≤ (u,Qu)(ψ,Qψ) = (u,Qu)(ψ,X).

The conductivity is 2e²(ψ,X)/(VkT). Therefore, for any trial u with (u,X) ≠ 0,

ρ = VkT/[2e²(ψ,X)] ≤ (VkT/2e²)(u,Qu)/(u,X)².

The right side is the variational resistivity. For u = v_x the scattering-in part vanishes again, leaving (u,Qu) = Σ v_x² f(1−f)/τ and (u,X) = Σ v_x² f(1−f). Thus

ρ_v = ⟨1/τ⟩/(ε0Ωp²) ≥ ρ.

The trial averages the rate, while the exact solution averages the lifetime. Their ratio is

R = ρ_v/ρ = ⟨r⟩⟨1/r⟩.

**(c) Write r(x) as a single fraction of hyperbolic functions.**

The phonon part is

2n + 1 = coth(z/2) = sinh z/(cosh z − 1),

where numerator and denominator were multiplied by 2 sinh(z/2). For the electron part use f(y) = ½[1 − tanh(y/2)] and tanh a − tanh b = sinh(a−b)/(cosh a cosh b):

f(x−z) − f(x+z) = ½{tanh[(x+z)/2] − tanh[(x−z)/2]}
= sinh z/{2 cosh[(x+z)/2] cosh[(x−z)/2]}
= sinh z/(cosh x + cosh z).

Subtracting,

r = sinh z [1/(cosh z − 1) − 1/(cosh z + cosh x)]
= sinh z (1 + cosh x)/[(cosh z − 1)(cosh z + cosh x)].

The rate is smallest at x = 0. An electron there cannot emit a phonon unless a state ħω below is empty, and cannot absorb one unless a phonon is present.

**(d) Evaluate both averages and find R at any temperature.**

The weight is −df/dx = 1/[2(1 + cosh x)], which cancels the factor 1 + cosh x in r:

⟨r⟩ = {sinh z/[2(cosh z − 1)]} ∫ dx/(cosh z + cosh x).

By part (c), sinh z times this integral is the area between two Fermi steps displaced by 2z, which equals 2z. So

⟨r⟩ = z/(cosh z − 1) = z/[2 sinh²(z/2)].

For the lifetime, split cosh z + cosh x = (cosh z − 1) + (1 + cosh x):

⟨1/r⟩ = [(cosh z − 1)/(2 sinh z)] × [(cosh z − 1)I₂ + I₁],
I₁ = ∫ dx/(1 + cosh x),  I₂ = ∫ dx/(1 + cosh x)².

Put u = tanh(x/2). Then 1/(1 + cosh x) = ½(1 − u²) and dx = 2du/(1 − u²), so

I₁ = ∫ du = 2,  I₂ = ½ ∫ (1 − u²) du = 2/3,

both taken from −1 to 1. Hence

⟨1/r⟩ = [(cosh z − 1)/(2 sinh z)] × (2/3)(cosh z + 2)
= (cosh z − 1)(cosh z + 2)/(3 sinh z).

The factors cosh z − 1 cancel in the product:

R = (z/3)(cosh z + 2)/sinh z.

The coupling has dropped out; within the model R depends on ħω/(kT) alone.

**(e) Find the low- and high-temperature limits and explain their difference.**

At low temperature put q = e^(−z):

(cosh z + 2)/sinh z = (1 + 4q + q²)/(1 − q²) = 1 + 4q + O(q²).

Therefore R/(z/3) → 1, or

R ≈ ħω/(3kT),

with a relative correction 4e^(−z). R itself has no finite limit. The two resistivities behave as

ρ_v → 2z e^(−z) Γ0/(ε0Ωp²),
ρ → 6 e^(−z) Γ0/(ε0Ωp²).

Both vanish with the same exponential, and the trial puts the prefactor 2z in place of 6.

The integrands show where this comes from. For |x| well below z,

r ≈ 2e^(−z)(1 + cosh x) = 4e^(−z) cosh²(x/2),
(−df/dx) r ≈ e^(−z),
(−df/dx)/r ≈ e^z/[16 cosh⁴(x/2)].

The variational integrand is flat out to |x| ≈ z and gives 2z e^(−z). The current in the exact solution comes from |x| of a few. At |x| = z few electrons or holes are present, but r is about ½ with no exponential factor, because they can emit a phonon at once. The exact solution gives them a short τ and hence a small φ. The trial gives them the same φ, for equal v_x, as the long-lived electrons at x = 0, and counts their strong dissipation in full.

At high temperature, z is small and

cosh z + 2 = 3(1 + z²/6 + z⁴/72 + …),
sinh z = z(1 + z²/6 + z⁴/120 + …),

so

R = 1 + z⁴(1/72 − 1/120) + … = 1 + z⁴/180 + ….

The energy transfer is then small compared with kT, the rate is nearly uniform across the thermal layer, and the rigid shift is nearly right.

**(f) Take a spherical band and multiply W by 1 + a cosΘ, where Θ is the angle between k and k' and |a| ≤ 1. What is the low-temperature ratio?**

Averaging v_x'(1 + a cosΘ) over the directions of k' gives (a/3)v_x, at equal speeds. A fraction p = a/3 of the scattering therefore returns as scattering-in, and lifetimes at energies differing by ħω become coupled.

Consider x near zero at large z. In units of Γ0, the equilibrium fluxes from x to x+z and to x−z are

A₊ = n f(x)[1 − f(x+z)] ≈ e^(−z) f(x),
A₋ = (n+1)f(x)[1 − f(x−z)] ≈ e^(−z)[1 − f(x)],

with sum e^(−z). Write t = Γ0τ, with subscripts for the three energies:

(A₊ + A₋)t₀ − p(A₊t₊ + A₋t₋) = f(1−f).

An electron at x+z scatters almost entirely back to x, since going up needs a further thermal phonon. Its equation is

A₊t₊ − pA₊t₀ ≈ f(x+z)[1 − f(x+z)].

Divided by A₊, the right side is of order one, while t₀ is of order e^z. So t₊ ≈ pt₀, and likewise t₋ ≈ pt₀. Substitution gives

e^(−z)(1 − p²)t₀ = f(1−f),
⟨t⟩ ≈ e^z/[6(1 − p²)].

In the variational expression the same fraction p is subtracted from the whole dissipation, which becomes 2z e^(−z)(1 − p). Hence

R → (z/3)(1 − p)/(1 − p²) = (z/3)/(1 + p) = z/(3 + a).

The growth as 1/T survives, but the coefficient 1/3 belongs to a = 0. At z = 10 the formula gives 2.50 for a = 1 and 5.00 for a = −1. A direct solution of the linear equations gives 2.504 and 4.994, and 3.334 for a = 0. It used energies spaced by 0.4 in x out to |x| ≈ 35, and four Gauss–Legendre values of the cosine between k and the field.

**(g) Return to a = 0 and add isotropic elastic scattering at a fixed rate γ. What happens to the ratio of total resistivities as T → 0?**

Elastic scattering-in vanishes for the same reason as before, so 1/τ = γ + Γ0r and

R_tot = ⟨γ + Γ0r⟩⟨1/(γ + Γ0r)⟩.

The second factor is at most 1/γ. With the inequality of part (b),

1 ≤ R_tot ≤ 1 + Γ0⟨r⟩/γ.

Since ⟨r⟩ vanishes exponentially, R_tot → 1 for any fixed γ > 0. The large ratio belongs to phonon scattering alone. Within this model, with γ > 0, it can show in the total only over a limited range of temperature.

**(h) Put in numbers for a copper-like interconnect metal and judge where the error matters.**

Take rough typical values: ħω = 20 meV, λ = 0.13, ħΩp = 9 eV, Fermi energy 7 eV and Fermi velocity 1.1×10⁶ m/s. Then

ħΓ0 = π × 0.13 × 20 meV = 8.17 meV,
Γ0 = 1.241×10¹³ s⁻¹,
Γ0/(ε0Ωp²) = 0.750 μΩ cm.

At 20 K, z = 11.60 and e^(−z) = 9.12×10⁻⁶, so the low-temperature forms give

ρ = 6 × 9.12×10⁻⁶ × 0.750 = 4.10×10⁻⁵ μΩ cm,
ρ_v = 2 × 11.60 × 9.12×10⁻⁶ × 0.750 = 1.59×10⁻⁴ μΩ cm.

The ratio is 3.87, equal to z/3 at this precision. Energies with |x| < 4 carry 99.8% of the current but supply 34% of the variational dissipation, as the flat integrand predicts: 4/z = 0.34. The full averages, summed numerically over x, give the following, with resistivities in μΩ cm:

300 K: z = 0.774, ρ = 1.841, ρ_v = 1.844, R = 1.002
150 K: z = 1.547, ρ = 0.778, ρ_v = 0.797, R = 1.025
77 K: z = 3.014, ρ = 0.203, ρ_v = 0.245, R = 1.207
40 K: z = 5.802, ρ = 0.0135, ρ_v = 0.0264, R = 1.957

At room temperature the variational error is 0.2% of the exact value. In liquid nitrogen it is 21%, although z/3 is there only 1.005: the asymptotic law is not yet accurate, and the full formula is needed.

Now add elastic scattering, γ = v_F/ℓ, with the path ℓ held fixed as temperature changes. For ℓ = 40 nm, a rough size for a narrow line limited by surfaces and grain boundaries (represented here only by an isotropic rate, although both mechanisms depend on direction), γ = 2.75×10¹³ s⁻¹ adds 1.661 μΩ cm. At 77 K the variational total is 1.907 μΩ cm and exceeds the exact one by 0.46%. The exact total is thus 1.898 μΩ cm, of which 0.237 is the increase due to phonons. The variational increase, 0.245, is about 4% too large instead of 21%: strong elastic scattering makes τ more uniform in energy, and so makes the trial better.

For ℓ = 40 μm, a very pure crystal, the elastic part is 1.66×10⁻³ μΩ cm. On a 1 K grid from 8 to 149 K, the ratio of totals peaks at 1.88 near 35 K. By 20 K it has fallen to 1.05, while the phonon-only ratio is still rising.

**Comparison with real copper.** The parameters are in the regime of copper, whose room-temperature resistivity is roughly 1.7 μΩ cm. The assumption that fails most clearly on cooling is the single mode, because real copper has acoustic phonons of low energy. To size this, spread the same λ over a Debye spectrum with a 29 meV cutoff, dλ = 4λu³du for u = ω/ω_D between 0 and 1, each frequency scattering isotropically at the rate πω r dλ. The power u³ includes a transport weight. For acoustic phonons g² is proportional to u, and the final states on the Fermi surface reached with wavevectors in du are proportional to u du. Dividing by the phonon energy leaves a coupling proportional to u du. The factor 1 − cosΘ, proportional to u², then allows for the small loss of current in small-angle scattering. At 20 K the exact resistivity of this isotropic model becomes 4.5×10⁻⁴ μΩ cm, eleven times the Einstein value, and the ratio falls from 3.87 to 1.78. At 77 K it is 1.25 instead of 1.21. These ratios should not be read as estimates for copper. Apart from umklapp processes, acoustic scattering at low temperature is mainly through small angles. Such collisions change an electron's energy often while hardly turning it, so they even out φ between neighbouring energies. The isotropic rate keeps their small loss of current but omits this exchange. As long as the scattering angles stay below 90°, it therefore overstates the variational error and makes the exact resistivity too low. For a monovalent free-electron sphere the Debye wavevector is 2^(1/3) times the Fermi wavevector, so 1 − cosΘ = 0.794u². Solving the full equation with these angles gives ratios of 1.04 at 20 K, 1.12 at 40 K and 1.09 at 77 K, and an exact resistivity of 7.7×10⁻⁴ μΩ cm at 20 K: the rigid shift is then a much better trial. If the phonons can scatter through large angles the statement can fail; with 1 − cosΘ = 2u² the ratio at 77 K is slightly above the isotropic value. Umklapp processes, which can turn an electron through a large angle, and phonon drag have not been sized.

Two further assumptions can be sized. If N and v both vary as the square root of energy, as for free electrons, R changes by at most about 1 part in 10⁵ at the temperatures above. At 300 K the variational average of ħ/τ is 20 meV, which is 0.3% of the Fermi energy but 0.78 kT. Electron energies are therefore not sharp on the scale of the thermal layer, and the effect of this on R has not been calculated.

For an isotropic elastic rate with a 40 nm path, the variational error in the total stays below 0.5% at all five temperatures. This does not carry over to a real line, where the elastic rate depends on direction. Take a grain-boundary rate γ_b/|cosθ|, with θ measured from the current, and the same elastic resistivity. The rigid shift then overestimates the total by about 4% at 300 K and 11% at 77 K, and the error tends to (3γ_b/2)/(4γ_b/3) − 1 = 12.5% at low temperature. In the isotropic single-mode model of a very pure crystal near 35 K, a rigid shift is not enough and the energy dependence of φ must be solved for. That conclusion should not be carried over to real copper without a calculation that includes the scattering angles, because small-angle scattering by acoustic phonons tends to make φ more uniform in energy.
